# Magnetized Drude gas: cyclotron resonance, split plasma edge and Faraday rotation: verification in Python

```python
"""Magneto-optics of the magnetized Drude electron gas.

Result under test (fields vary as exp(-i omega t), static field B along +z):
  sigma_s = D / (gamma - i (omega - s omega_c)),   s = +1 or -1,
for the polarizations e_s = (x + i s y)/sqrt(2); plasma edges
  omega_s = s omega_c/2 + sqrt(omega_p^2 + omega_c^2/4);
and the high-frequency Faraday rotation
  theta = n e^3 B d lambda^2 / (8 pi^2 c^3 eps0 sqrt(eps_b) m^2).
Symbols: D = n e^2/m, omega_c = e B/m, gamma = 1/tau (relaxation rate),
eps_b = lattice permittivity, omega_p^2 = D/(eps0 eps_b), d = path length.
Positive theta is counterclockwise about +z, seen with B toward the viewer.
"""
import numpy as np
from scipy.constants import c, e, epsilon_0, hbar, m_e, pi
from scipy.integrate import solve_ivp
from scipy.linalg import expm, sqrtm
from scipy.optimize import brentq, minimize_scalar

# ---------------------------------------------------------------- parameters
mass_ratio = 0.07
mass = mass_ratio * m_e
eps_b = 12.0
density = 1e23            # m^-3
tau = 1e-12               # s
B = 5.0                   # T
length = 2e-4             # m
gamma = 1 / tau
drude_weight = density * e**2 / mass
omega_c = e * B / mass
omega_p = np.sqrt(drude_weight / (epsilon_0 * eps_b))
sigma_0 = drude_weight * tau
meV = 1e-3 * e / hbar     # angular frequency of a 1 meV quantum

z_axis = np.array([0.0, 0.0, 1.0])
cross_z = np.cross(np.eye(3), z_axis).T      # cross_z @ v = v x z
circular = {s: np.array([1, 1j * s, 0]) / np.sqrt(2) for s in (1, -1)}
linear_x = np.array([1, 0, 0], dtype=complex)


# ---------------------------------------------------------- derived formulas
def tensor_formula(omega, wc, rate, weight):
    a = rate - 1j * omega
    den = a**2 + wc**2
    xx, xy = weight * a / den, -weight * wc / den
    return np.array([[xx, xy, 0], [-xy, xx, 0], [0, 0, weight / a]])


def circular_formula(s, omega, wc, rate, weight):
    return weight / (rate - 1j * (omega - s * wc))


def index_formula(s, omega):
    return np.sqrt(eps_b * (1 - omega_p**2
                            / (omega * (omega - s * omega_c + 1j * gamma))))


# ------------------------------------- direct numerical solution of the force law
def sigma_from_force(omega, rate=gamma, charge=-e):
    matrix = mass * (rate - 1j * omega) * np.eye(3) - charge * B * cross_z
    return density * charge**2 * np.linalg.inv(matrix)


def projected(pol, omega, rate=gamma):
    return np.vdot(pol, sigma_from_force(omega, rate) @ pol)


def permittivity(s, omega, rate=gamma):
    return eps_b + 1j * projected(circular[s], omega, rate) / (epsilon_0 * omega)


# Test: conductivity tensor from time integration with e = m = n = 1
w, wc, rate = 1.3, 0.9, 0.4
period = 2 * pi / w
times = 90 + period * np.arange(64) / 64
simulated = np.zeros((3, 3), dtype=complex)
for axis in range(3):
    unit = np.eye(3)[axis]

    def motion(t, v, unit=unit):
        return -(unit * np.cos(w * t) + np.cross(v, wc * z_axis)) - rate * v

    run = solve_ivp(motion, (0, 90 + period), np.zeros(3), method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-12)
    simulated[:, axis] = 2 * np.mean(-run.y * np.exp(1j * w * times), axis=1)
tensor_error = np.max(np.abs(simulated - tensor_formula(w, wc, rate, 1.0)))
assert tensor_error < 1e-6

# Test: circular vectors diagonalize the simulated tensor
for s in (1, -1):
    expected = circular_formula(s, w, wc, rate, 1.0) * circular[s]
    assert np.allclose(simulated @ circular[s], expected, atol=1e-6)

# Test: a free electron turns counterclockwise about B, a quarter turn here
free = solve_ivp(lambda t, v: -np.cross(v, wc * z_axis), (0, pi / (2 * wc)),
                 [1.0, 0.0, 0.0], method="DOP853", rtol=1e-10, atol=1e-12)
assert np.allclose(free.y[:, -1], [0, 1, 0], atol=1e-7)

# Test: cyclotron absorption line, its position, height and full width
peak = minimize_scalar(
    lambda x: -projected(circular[1], x * omega_c).real / sigma_0,
    bounds=(0.5, 1.5), method="bounded", options={"xatol": 1e-10})
assert abs(peak.x - 1) < 1e-6 and abs(-peak.fun - 1) < 1e-9


def above_half(omega):
    return projected(circular[1], omega).real / sigma_0 - 0.5


full_width = (brentq(above_half, omega_c, omega_c + 3 * gamma)
              - brentq(above_half, omega_c - 3 * gamma, omega_c))
assert abs(full_width / (2 * gamma) - 1) < 1e-8


# Test: absorption peak of linearly polarized light and its threshold
def linear_absorption(x, wc_tau):
    return projected(linear_x, x * omega_c, omega_c / wc_tau).real / sigma_0


linear_peak = minimize_scalar(lambda x: -linear_absorption(x, 1.0),
                              bounds=(0.3, 1.5), method="bounded",
                              options={"xatol": 1e-10}).x
assert abs(linear_peak - np.sqrt(2 * np.sqrt(2) - 2)) < 1e-6
grid = np.linspace(0.01, 2, 200)
weak = np.array([linear_absorption(x, 0.55) for x in grid])
strong = np.array([linear_absorption(x, 0.60) for x in grid])
assert np.all(np.diff(weak) < 0) and strong[1] > strong[0]

# Test: plasma edges as uniform oscillations of coupled field and current
edge = {s: s * omega_c / 2 + np.sqrt(omega_p**2 + omega_c**2 / 4)
        for s in (1, -1)}
wp_meV, wc_meV = omega_p / meV, omega_c / meV
coupled = np.block([[np.zeros((2, 2)), -np.eye(2)],
                    [wp_meV**2 * np.eye(2), -wc_meV * cross_z[:2, :2]]])
modes = np.linalg.eigvals(coupled)
modes = np.sort(modes.imag[modes.imag > 0])
assert np.allclose(modes, [edge[-1] / meV, edge[1] / meV], rtol=1e-9)

# Test: transparent and opaque ranges without damping
for f in (0.05, 0.35, 0.65, 0.95):
    assert permittivity(1, f * omega_c, 0).real > 0
    assert permittivity(1, omega_c + f * (edge[1] - omega_c), 0).real < 0
    assert permittivity(1, edge[1] * (1 + f), 0).real > 0
    assert permittivity(-1, f * edge[-1], 0).real < 0
    assert permittivity(-1, edge[-1] * (1 + f), 0).real > 0


# Test: reflectance minima against vacuum in the limit of weak damping
def reflectance_minimum(s, rate):
    def reflectance(energy):
        index = np.sqrt(permittivity(s, energy * meV, rate))
        return abs((index - 1) / (index + 1))**2
    low = edge[s] / meV
    found = minimize_scalar(reflectance, bounds=(low, 1.5 * low),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, found.fun


ideal_minimum = {s: (s * omega_c / 2 + np.sqrt(
    eps_b * omega_p**2 / (eps_b - 1) + omega_c**2 / 4)) / meV for s in (1, -1)}
for s in (1, -1):
    assert abs(reflectance_minimum(s, gamma / 100)[0]
               / ideal_minimum[s] - 1) < 1e-4
damped_minimum = {s: reflectance_minimum(s, gamma) for s in (1, -1)}


# Faraday rotation from matrix propagation of x-polarized light
def propagate(wavelength, charge=-e):
    omega = 2 * pi * c / wavelength
    sigma = sigma_from_force(omega, gamma, charge)[:2, :2]
    eps = eps_b * np.eye(2) + 1j * sigma / (epsilon_0 * omega)
    ex, ey = expm(1j * omega / c * length * sqrtm(eps)) @ np.array([1, 0])
    intensity = abs(ex)**2 + abs(ey)**2
    mixed = np.conj(ex) * ey
    azimuth = 0.5 * np.arctan2(2 * mixed.real, abs(ex)**2 - abs(ey)**2)
    ellipticity = 0.5 * np.arcsin(2 * mixed.imag / intensity)
    return azimuth, ellipticity, -np.log(intensity)


def square_law(wavelength):
    return (density * e**3 * B * length * wavelength**2
            / (8 * pi**2 * c**3 * epsilon_0 * np.sqrt(eps_b) * mass**2))


def leading_correction(wavelength):
    omega = 2 * pi * c / wavelength
    return (omega_p**2 / 2 + omega_c**2 - 3 * gamma**2) / omega**2


# Test: exact index difference gives the propagated azimuth
for wavelength in (5e-6, 10e-6, 20e-6):
    omega = 2 * pi * c / wavelength
    index_sum = index_formula(1, omega) + index_formula(-1, omega)
    difference = (2 * eps_b * omega_p**2 * omega_c / (
        omega * ((omega + 1j * gamma)**2 - omega_c**2) * index_sum))
    theta = omega * length / (2 * c) * difference.real
    assert abs(propagate(wavelength)[0] / theta - 1) < 1e-8


# Test: after the leading correction the error falls as wavelength^4
def remainder(wavelength):
    return (propagate(wavelength)[0] / square_law(wavelength) - 1
            - leading_correction(wavelength))


remainder_ratio = remainder(10e-6) / remainder(5e-6)
assert 15 < remainder_ratio < 18

# Test: ellipticity, absorption and charge reversal at 10 micrometres
theta10, chi10, absorbance10 = propagate(10e-6)
omega10 = 2 * pi * c / 10e-6
assert abs(-chi10 / (2 * gamma * theta10 / omega10) - 1) < 0.05
assert abs(absorbance10 * omega_c * tau / 2 / theta10 - 1) < 0.03
assert abs(propagate(10e-6, charge=e)[0] / theta10 + 1) < 1e-8

# ------------------------------------------------------------------- output
at_resonance = tensor_formula(omega_c, omega_c, gamma, drude_weight) / 100
other = circular_formula(-1, omega_c, omega_c, gamma, drude_weight).real / 100
print(f"effective mass / electron mass: {mass_ratio:.2f}")
print(f"lattice permittivity eps_b: {eps_b:.1f}")
print(f"density: {density * 1e-6:.1e} cm^-3")
print(f"relaxation time: {tau * 1e12:.2f} ps")
print(f"magnetic field: {B:.1f} T")
print(f"path length: {length * 1e3:.2f} mm")
print(f"time-integrated tensor, largest error (unit D): {tensor_error:.1e}")
print(f"hbar gamma: {gamma / meV:.3f} meV")
print(f"hbar omega_c: {wc_meV:.3f} meV = {omega_c / (2e12 * pi):.3f} THz")
print(f"hbar omega_p (screened): {wp_meV:.3f} meV")
print(f"omega_c tau: {omega_c * tau:.2f}")
print(f"sigma_0 = D/gamma: {sigma_0 / 100:.1f} S/cm")
print(f"sigma_xx at omega_c: {at_resonance[0, 0]:.2f} S/cm")
print(f"sigma_xy at omega_c: {at_resonance[0, 1]:.2f} S/cm")
print(f"Re sigma_- at omega_c: {other:.3f} S/cm")
print(f"full width of resonance: {full_width / meV:.3f} meV")
print(f"linear-light peak / omega_c if omega_c tau = 1: {linear_peak:.4f}")
for s, name in ((1, "+"), (-1, "-")):
    print(f"plasma edge s={name}: {edge[s] / meV:.3f} meV"
          f" = {edge[s] / (2e12 * pi):.3f} THz")
print(f"edge splitting from coupled modes: {modes[1] - modes[0]:.3f} meV")
for s, name in ((1, "+"), (-1, "-")):
    print(f"reflectance minimum s={name}, no damping: "
          f"{ideal_minimum[s]:.3f} meV")
    print(f"reflectance minimum s={name}, damped: {damped_minimum[s][0]:.3f}"
          f" meV, R = {damped_minimum[s][1]:.4f}")
print("splitting of damped minima: "
      f"{damped_minimum[1][0] - damped_minimum[-1][0]:.3f} meV")
for wavelength in (5e-6, 10e-6, 20e-6):
    full, law = propagate(wavelength)[0], square_law(wavelength)
    print(f"wavelength {wavelength * 1e6:.0f} um: photon energy "
          f"{2 * pi * c / wavelength / meV:.2f} meV")
    print(f"  rotation, full: {np.degrees(full):.3f} deg; "
          f"lambda^2 law: {np.degrees(law):.3f} deg")
    print(f"  full/law - 1: {100 * (full / law - 1):.3f} %; "
          f"leading correction: {100 * leading_correction(wavelength):.3f} %")
print(f"remainder ratio, 10 um to 5 um: {remainder_ratio:.2f}")
print(f"rotation at 10 um: {theta10:.4f} rad")
print(f"n_+ at 10 um: {index_formula(1, omega10).real:.6f}")
print(f"n_- at 10 um: {index_formula(-1, omega10).real:.6f}")
print(f"ellipticity angle at 10 um: {np.degrees(chi10):.4f} deg")
print(f"absorbance alpha d at 10 um: {absorbance10:.5f}")
print(f"alpha d omega_c tau / 2 at 10 um: "
      f"{absorbance10 * omega_c * tau / 2:.4f} rad")
print("OK")
```

Running it gives:

```
effective mass / electron mass: 0.07
lattice permittivity eps_b: 12.0
density: 1.0e+17 cm^-3
relaxation time: 1.00 ps
magnetic field: 5.0 T
path length: 0.20 mm
time-integrated tensor, largest error (unit D): 8.3e-12
hbar gamma: 0.658 meV
hbar omega_c: 8.269 meV = 1.999 THz
hbar omega_p (screened): 12.812 meV
omega_c tau: 12.56
sigma_0 = D/gamma: 402.6 S/cm
sigma_xx at omega_c: 201.60+8.00j S/cm
sigma_xy at omega_c: -8.00-200.96j S/cm
Re sigma_- at omega_c: 0.637 S/cm
full width of resonance: 1.316 meV
linear-light peak / omega_c if omega_c tau = 1: 0.9102
plasma edge s=+: 17.597 meV = 4.255 THz
plasma edge s=-: 9.328 meV = 2.256 THz
edge splitting from coupled modes: 8.269 meV
reflectance minimum s=+, no damping: 18.140 meV
reflectance minimum s=+, damped: 18.271 meV, R = 0.0249
reflectance minimum s=-, no damping: 9.871 meV
reflectance minimum s=-, damped: 9.915 meV, R = 0.0090
splitting of damped minima: 8.356 meV
wavelength 5 um: photon energy 247.97 meV
  rotation, full: 2.226 deg; lambda^2 law: 2.220 deg
  full/law - 1: 0.243 %; leading correction: 0.243 %
wavelength 10 um: photon energy 123.98 meV
  rotation, full: 8.969 deg; lambda^2 law: 8.882 deg
  full/law - 1: 0.981 %; leading correction: 0.970 %
wavelength 20 um: photon energy 61.99 meV
  rotation, full: 36.970 deg; lambda^2 law: 35.526 deg
  full/law - 1: 4.063 %; leading correction: 3.881 %
remainder ratio, 10 um to 5 um: 16.16
rotation at 10 um: 0.1565 rad
n_+ at 10 um: 3.444228
n_- at 10 um: 3.446719
ellipticity angle at 10 um: -0.0959 deg
absorbance alpha d at 10 um: 0.02514
alpha d omega_c tau / 2 at 10 um: 0.1579 rad
OK
```
